# Why the static Coulomb hole doubles at large wave vector: a numerical check

```python
# Electron gas, G0W0 with RPA screening, Hartree atomic units.
# v=4pi/q^2, Wc=W-v, B=-Im W/pi (loss spectrum), wp plasma frequency, kF Fermi wave vector.
# Coulomb hole: Sigma_COH = int q^2 dq/(2 pi^2) C(q),
#   C_dyn = -< P int dw B(q,w)/(w+D) >_angles, D = q^2/(2M) - k.q - delta, delta = E - k^2/2,
#   C_static = Wc(q,0)/2.   f = C_dyn/C_static,  x = q/kF.
# Under test: f->1 (q->0); f = (1/2)[1+(k^2/3-3kF^2/5+delta)/q^2+...] (q large, M=1);
#   f->M/(M+1) for probe mass M; f->0 for an undispersed plasmon.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]
pi = np.pi
kf_of = lambda rs: (9*pi/4)**(1/3)/rs
wp_of = lambda kF: np.sqrt(4*kF**3/(3*pi))

def g_series(w):
    inv = 1/w; inv2 = inv*inv; term = inv; tot = 0*inv
    for n in range(0, 42, 2):
        tot = tot + 4/((n+1)*(n+3))*term
        term = term*inv2
    return tot

def g_real(w):  # principal value of int_{-1}^{1} (1-t^2)/(w+t) dt
    w = np.asarray(w, float); big = np.abs(w) > 3
    d = 2*w + (1-w*w)*(np.log(np.abs(w+1)+1e-300) - np.log(np.abs(w-1)+1e-300))
    return np.where(big, g_series(np.where(big, w, 3.0)), d)

def chi_real(q, w, kF):  # retarded Lindhard function, w >= 0
    z = q/(2*kF); u = w/(q*kF)
    im = pi*(np.maximum(0, 1-(z-u)**2) - np.maximum(0, 1-(z+u)**2))
    return -kF/pi**2/(8*z)*(g_real(z+u) + g_real(z-u) + 1j*im)

def chi_imag(q, nu, kF):
    z = q/(2*kF); u = np.asarray(nu, float)/(q*kF); w = z + 1j*u; big = np.abs(w) > 3
    d = (0.5 + (1-z*z+u*u)/(8*z)*np.log1p(4*z/((1-z)**2+u*u))
         - u/2*(np.arctan2(1+z, u) + np.arctan2(1-z, u)))
    return -kF/pi**2*np.where(big, g_series(np.where(big, w, 3.0+0j)).real/(4*z), d)

def screen(q, chi):
    v = 4*pi/q**2
    return v*v*chi/(1-v*chi)

tt = np.arange(-2.8, 2.8001, 0.02)
TX = np.tanh(pi/2*np.sinh(tt)); TW = 0.02*pi/2*np.cosh(tt)/np.cosh(pi/2*np.sinh(tt))**2
def tanh_sinh(fun, a, b):
    return (b-a)/2*np.sum(TW*fun((a+b)/2 + (b-a)/2*TX))

def nu_grid(q, kF):  # trapezoid rule in ln(nu)
    nu = np.exp(np.arange(np.log(5e-12*q*q), np.log(1e4*(wp_of(kF)+q*q/2+q*kF)), 0.25))
    return nu, 0.25*nu

def c_static(q, kF):
    return 0.5*screen(q, chi_real(q, 0.0, kF)).real

def c_dyn_parts(q, k, kF, delta=0.0, mass=1.0, model=None):  # imaginary-axis line, residue
    nu, wt = nu_grid(q, kF); d0 = q*q/(2*mass) - delta
    W = screen(q, chi_imag(q, nu, kF)) if model is None else model(nu)
    if k == 0:
        return np.sum(wt*W*d0/(d0*d0+nu*nu))/pi, 0.0
    line = np.sum(wt*W*np.log1p(4*d0*k*q/((d0-k*q)**2+nu*nu)))/(4*pi*k*q)
    res = 0.0
    if d0 < k*q:
        res = tanh_sinh(lambda w: screen(q, chi_real(q, w, kF)).real, 0, k*q-d0)/(2*k*q)
    return line, res

def f_ratio(x, k, kF, **kw):
    return float(sum(c_dyn_parts(x*kF, k, kF, **kw))/c_static(x*kF, kF))

def spectral(q, kF, kern, extra=None):  # int B(q,w) kern(w) dw on the real axis
    v = 4*pi/q**2; top = q*kF+q*q/2
    pts = [abs(q*kF-q*q/2), top] + ([0.0] if q < 2*kF else [])
    if extra is not None and extra > 0 and min(abs(extra-p) for p in pts) > 1e-12:
        pts.append(extra)
    pts = sorted(pts)
    tot = sum(tanh_sinh(lambda w: -screen(q, chi_real(q, w, kF)).imag/pi*kern(w), a, b)
              for a, b in zip(pts[:-1], pts[1:]))
    eps = lambda w: float(1 - v*chi_real(q, w, kF).real)
    if eps(top*(1+1e-9)) < 0:
        w0 = brentq(eps, top*(1+1e-9), top+2*wp_of(kF), xtol=1e-14)
        h = 1e-5*w0
        tot += v*kern(w0)*2*h/(eps(w0+h)-eps(w0-h))
    return tot

rs = 4.0; kF = kf_of(rs); wp = wp_of(kF); n = kF**3/(3*pi**2)
print(f"rs = {rs:.1f} bohr, kF = {kF:.5f} 1/bohr, n = {n:.6f} 1/bohr^3")
print(f"wp = {wp:.5f} Ha, EF = {kF*kF/2:.5f} Ha, 1 Ha = {EV:.4f} eV")

# Lindhard function against its definition with Pauli blocking
for x, y in [(0.7, 0.3), (0.7, 4.0), (7.0, 5.0)]:
    q, nu = x*kF, y*kF*kF
    def integrand(pz):
        area = pi*max(0, kF*kF-pz*pz-max(0, kF*kF-(pz+q)**2)); e = q*q/2+q*pz
        return -2/(8*pi**3)*area*2*e/(e*e+nu*nu)
    ref = quad(integrand, -kF, kF, points=[p for p in (-q/2, kF-q) if p > -kF] or None,
               epsabs=1e-14, epsrel=1e-11)[0]
    assert abs(chi_imag(q, nu, kF)/ref-1) < 1e-8

# real-axis spectral road against imaginary-axis road; static sum rule; f-sum rule
worst = 0.0
for x, kk in [(0.5, 1.0), (0.5, 0.6), (0.5, 0.0), (1.5, 1.0), (1.5, 0.0), (3.0, 1.0)]:
    q, k = x*kF, kk*kF
    if k == 0:
        kern = lambda w: 1/(w+q*q/2)
    else:
        kern = lambda w: (np.log(w+q*q/2+k*q)-np.log(np.abs(w+q*q/2-k*q)+1e-300))/(2*k*q)
    devs = [-spectral(q, kF, kern, k*q-q*q/2)/sum(c_dyn_parts(q, k, kF))-1,
            -spectral(q, kF, lambda w: 1/w)/c_static(q, kF)-1,
            spectral(q, kF, lambda w: w)/(2*pi*wp*wp/q**2)-1]
    worst = max(worst, max(abs(float(d)) for d in devs))
assert worst < 1e-6
print(f"largest relative deviation, two roads and sum rules = {worst:.1e}")

# Bethe ridge moments
q = 8*kF; m0, m1, m2 = [spectral(q, kF, lambda w, p=p: w**p) for p in (0, 1, 2)]
cen = m1/m0/(q*q/2); var = (m2/m0-(m1/m0)**2)/(q*q*kF*kF/5)
assert abs(cen-1) < 2e-3 and abs(var-1) < 1e-2
print(f"x=8: centroid/(q^2/2) = {cen:.5f}, variance/(q^2 kF^2/5) = {var:.5f}")

# small q
small = (1-f_ratio(0.005, 0, kF))/((0.005*kF)**2/(2*wp))
assert abs(small-1) < 0.04   # next term is of relative order q ln q
assert abs(f_ratio(0.05, kF, kF)-1) < 0.01
print(f"k=0, x=0.005: (1-f)/(q^2/2wp) = {small:.4f}; k=kF, x=0.05: f = {f_ratio(0.05, kF, kF):.5f}")

# large q: coefficient c in f = (1+c/x^2)/2 by Richardson extrapolation
rich = lambda fun: (4*(2*fun(20.0)-1)*400 - (2*fun(10.0)-1)*100)/3
for kk, dd in [(0, 0), (1, 0), (1.5, 0), (0, -0.5), (1, 0.3)]:
    c = rich(lambda x: f_ratio(x, kk*kF, kF, delta=dd*kF*kF)); cf = kk*kk/3-0.6+dd
    assert abs(c-cf) < 2e-3
    print(f"k/kF={kk:.1f}, delta/kF^2={dd:+.1f}: c numeric = {c:+.4f}, formula = {cf:+.4f}")
f0 = float(g_real(10.0)/g_real(5.0)); fr = f_ratio(10.0, 0, kF); corr = wp*wp/(2*(10*kF)**4)
assert abs((fr-f0)/corr-1) < 0.03
print(f"k=0, x=10: f = {fr:.6f}, g(2z)/g(z) = {f0:.6f}, diff = {fr-f0:.3e}, wp^2/2q^4 = {corr:.3e}")
for M in (0.25, 1.0, 4.0, 1000.0):
    fm = f_ratio(40.0, 0, kF, mass=M)
    assert abs(fm-M/(M+1)) < 1e-3
    print(f"probe mass M={M:g} m_e, x=40: f = {fm:.4f}, M/(M+1) = {M/(M+1):.4f}")
def f_pole(x, dispersive):
    q = x*kF; v = 4*pi/q**2
    w2 = v*wp*wp/(-2*c_static(q, kF)) if dispersive else wp*wp
    return float(c_dyn_parts(q, 0, kF, model=lambda nu: -v*wp*wp/(nu*nu+w2))[0]/(-v*wp*wp/(2*w2)))
fd = f_pole(10.0, False); cp = rich(lambda x: f_pole(x, True))
assert abs(fd-wp/(wp+50*kF*kF)) < 1e-7 and fd < 0.05 and abs(cp+0.2) < 2e-3
print(f"undispersed plasmon, x=10: f = {fd:.4f}; dispersive pole, k=0: c = {cp:+.4f}")

print("x    f(kF,rs4)  1/f     f(0,rs4)  f(kF,rs2)  (q^2/2)/wp  (all dimensionless)")
k2 = kf_of(2.0)
for x in (0.25, 0.5, 1.0, 1.5, 2.0, 3.0, 5.0, 10.0):
    a = f_ratio(x, kF, kF)
    print(f"{x:5.2f} {a:.4f}   {1/a:.4f}  {f_ratio(x, 0, kF):.4f}    "
          f"{f_ratio(x, k2, k2):.4f}     {x*x*kF*kF/2/wp:.3f}")

# wave-vector integrals
s, ws = np.polynomial.legendre.leggauss(48); s = (s+1)/2; ws = ws/2
X = np.concatenate([2*(1-s*s), 2/(1-s*s)]); WX = np.concatenate([4*s*ws, 4*s*ws/(1-s*s)**2])
def energies(kF):
    q = X*kF; wq = WX*kF*q*q/(2*pi**2)
    st = c_static(q, kF); pr = np.array([c_dyn_parts(a, kF, kF) for a in q])
    occ = np.maximum(0, 1-X/2)/2; sx = -np.sum(wq*occ*4*pi/q**2)
    return dict(wq=wq, st=st, f=pr.sum(1)/st, sx=sx, cs=np.sum(wq*st), cd=np.sum(wq*pr.sum(1)),
                ss=sx-np.sum(wq*occ*2*st), sd=sx-np.sum(wq*pr[:, 1]))
def ec_volume(dens):  # RPA correlation energy per volume
    k = (3*pi**2*dens)**(1/3); tot = 0.0
    for x, w in zip(X, WX):
        q = x*k; nu, wt = nu_grid(q, k); y = -4*pi/q**2*chi_imag(q, nu, k)
        tot += w*k*q*q/(2*pi**2)*np.sum(wt*(np.log1p(y)-y))/(2*pi)
    return tot
E = {}
for r in (4.0, 2.0):
    k = kf_of(r); dens = k**3/(3*pi**2); e = energies(k); E[r] = e
    mu = (ec_volume(1.005*dens)-ec_volume(0.995*dens))/(0.01*dens)
    gw = e['cd']+e['sd']; co = e['cs']+e['ss']; enh = e['ss']+np.sum(e['wq']*e['st']*E[4.0]['f'])
    assert abs(e['sx']+k/pi) < 1e-8 and abs(gw-e['sx']-mu) < 2e-5
    assert abs(e['ss']-e['sd']) < 0.5*abs(e['cs']-e['cd']) and 1 < e['cs']/e['cd'] < 1.6
    assert abs(enh-gw) < 0.5*abs(co-gw)
    share = np.sum((e['wq']*e['st'])[X > 2])/e['cs']
    print(f"rs={r:.0f}, k=kF={k:.5f} 1/bohr, wp = {wp_of(k):.5f} Ha, Sigma_x = {e['sx']:.5f} Ha")
    print(f"  Sigma_c = {gw-e['sx']:.5f} Ha, d(n ec_RPA)/dn = {mu:.5f} Ha")
    print(f"  COH static = {e['cs']:.5f} Ha, dynamical = {e['cd']:.5f} Ha, ratio = {e['cs']/e['cd']:.4f}")
    print(f"  SEX static = {e['ss']:.5f} Ha, dynamical = {e['sd']:.5f} Ha")
    print(f"  static errors: COH {e['cs']-e['cd']:+.5f} Ha, SEX {e['ss']-e['sd']:+.5f} Ha")
    print(f"  share of static COH from q>2kF = {share:.4f}")
    print(f"  G0W0 = {gw:.5f} Ha = {gw*EV:.3f} eV; COHSEX = {co:.5f} Ha = {co*EV:.3f} eV")
    print(f"  enhanced (f of rs=4) = {enh:.5f} Ha = {enh*EV:.3f} eV")
    print(f"  error COHSEX = {(co-gw)*EV:+.3f} eV, error enhanced = {(enh-gw)*EV:+.3f} eV")

# band bottom, rs=4
e = E[4.0]; cd0 = np.sum(e['wq']*np.array([c_dyn_parts(x*kF, 0, kF)[0] for x in X]))
q = (1-s*s)*kF; wq = 2*s*ws*kF*q*q/(2*pi**2); v = 4*pi/q**2
sd0 = -np.sum(wq*(v/(1-v*chi_real(q, q*q/2, kF))).real)
ss0 = -np.sum(wq*(v/(1-v*chi_real(q, 0.0, kF))).real)
assert e['cs'] < cd0 < 0   # B >= 0 and D > 0 at k=0
print(f"rs=4, k=0: COH dynamical = {cd0:.5f} Ha, static/dynamical = {e['cs']/cd0:.4f}")
print(f"  SEX static = {ss0:.5f} Ha, dynamical = {sd0:.5f} Ha")
bg = e['cd']+e['sd']-cd0-sd0; bs = e['ss']-ss0
print(f"  Sigma(kF)-Sigma(0): on-shell G0W0 {bg:+.5f} Ha = {bg*EV:+.3f} eV")
print(f"  Sigma(kF)-Sigma(0): static or enhanced {bs:+.5f} Ha = {bs*EV:+.3f} eV")
print("no test failed")
```

Running it gives:

```
rs = 4.0 bohr, kF = 0.47979 1/bohr, n = 0.003730 1/bohr^3
wp = 0.21651 Ha, EF = 0.11510 Ha, 1 Ha = 27.2114 eV
largest relative deviation, two roads and sum rules = 4.3e-10
x=8: centroid/(q^2/2) = 1.00043, variance/(q^2 kF^2/5) = 1.00000
k=0, x=0.005: (1-f)/(q^2/2wp) = 1.0101; k=kF, x=0.05: f = 0.99915
k/kF=0.0, delta/kF^2=+0.0: c numeric = -0.6000, formula = -0.6000
k/kF=1.0, delta/kF^2=+0.0: c numeric = -0.2667, formula = -0.2667
k/kF=1.5, delta/kF^2=+0.0: c numeric = +0.1499, formula = +0.1500
k/kF=0.0, delta/kF^2=-0.5: c numeric = -1.1000, formula = -1.1000
k/kF=1.0, delta/kF^2=+0.3: c numeric = +0.0333, formula = +0.0333
k=0, x=10: f = 0.497004, g(2z)/g(z) = 0.496959, diff = 4.476e-05, wp^2/2q^4 = 4.423e-05
probe mass M=0.25 m_e, x=40: f = 0.1999, M/(M+1) = 0.2000
probe mass M=1 m_e, x=40: f = 0.4998, M/(M+1) = 0.5000
probe mass M=4 m_e, x=40: f = 0.7999, M/(M+1) = 0.8000
probe mass M=1000 m_e, x=40: f = 0.9990, M/(M+1) = 0.9990
undispersed plasmon, x=10: f = 0.0185; dispersive pole, k=0: c = -0.2000
x    f(kF,rs4)  1/f     f(0,rs4)  f(kF,rs2)  (q^2/2)/wp  (all dimensionless)
 0.25 0.9806   1.0198  0.9633    0.9795     0.033
 0.50 0.9285   1.0770  0.8656    0.9210     0.133
 1.00 0.7537   1.3268  0.6281    0.7176     0.532
 1.50 0.5623   1.7783  0.4538    0.5297     1.196
 2.00 0.4487   2.2289  0.3945    0.4302     2.126
 3.00 0.4872   2.0525  0.4665    0.4842     4.785
 5.00 0.4950   2.0203  0.4880    0.4946     13.290
10.00 0.4987   2.0053  0.4970    0.4987     53.162
rs=4, k=kF=0.47979 1/bohr, wp = 0.21651 Ha, Sigma_x = -0.15272 Ha
  Sigma_c = -0.05347 Ha, d(n ec_RPA)/dn = -0.05347 Ha
  COH static = -0.23389 Ha, dynamical = -0.18070 Ha, ratio = 1.2943
  SEX static = -0.02730 Ha, dynamical = -0.02549 Ha
  static errors: COH -0.05318 Ha, SEX -0.00181 Ha
  share of static COH from q>2kF = 0.1027
  G0W0 = -0.20619 Ha = -5.611 eV; COHSEX = -0.26119 Ha = -7.107 eV
  enhanced (f of rs=4) = -0.20800 Ha = -5.660 eV
  error COHSEX = -1.497 eV, error enhanced = -0.049 eV
rs=2, k=kF=0.95958 1/bohr, wp = 0.61237 Ha, Sigma_x = -0.30544 Ha
  Sigma_c = -0.06953 Ha, d(n ec_RPA)/dn = -0.06953 Ha
  COH static = -0.37494 Ha, dynamical = -0.29732 Ha, ratio = 1.2611
  SEX static = -0.08193 Ha, dynamical = -0.07765 Ha
  static errors: COH -0.07762 Ha, SEX -0.00428 Ha
  share of static COH from q>2kF = 0.0677
  G0W0 = -0.37497 Ha = -10.204 eV; COHSEX = -0.45687 Ha = -12.432 eV
  enhanced (f of rs=4) = -0.38532 Ha = -10.485 eV
  error COHSEX = -2.228 eV, error enhanced = -0.282 eV
rs=4, k=0: COH dynamical = -0.16417 Ha, static/dynamical = 1.4246
  SEX static = -0.03282 Ha, dynamical = -0.02856 Ha
  Sigma(kF)-Sigma(0): on-shell G0W0 -0.01346 Ha = -0.366 eV
  Sigma(kF)-Sigma(0): static or enhanced +0.00551 Ha = +0.150 eV
no test failed
```
